# The Gradient of f(r)Y_lm in Vector Spherical Harmonics: test program

```python
"""
Gradient formula under test, for r > 0:
  grad[f(r) Y_lm] = -sqrt((l+1)/(2l+1)) (f' - l f/r)     V(l,l+1,m)
                    +sqrt(l/(2l+1))     (f' + (l+1) f/r) V(l,l-1,m)
Y_lm: spherical harmonic with Condon-Shortley phase.
V(J,L,M) = sum_q <L M-q, 1 q | J M> Y_{L,M-q} e_q: vector harmonic with
total rank J and orbital rank L; e_{+1}, e_0, e_{-1}: spherical unit vectors.
Gradients are taken independently by Cartesian finite differences.
Atomic units are used throughout. Point arrays have shape (3, N).
"""
from functools import lru_cache
from math import factorial, pi, sqrt

import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from sympy.physics.wigner import clebsch_gordan

UNIT = {1: -np.array([1, 1j, 0]) / sqrt(2),
        0: np.array([0, 0, 1], dtype=complex),
        -1: np.array([1, -1j, 0]) / sqrt(2)}


def radius(p):
    return np.sqrt(np.sum(p * p, axis=0))


def scalar_harmonic(l, m, p):
    """Y_lm from its explicit polynomial in the direction cosines."""
    x, y, z = p / radius(p)
    total = np.zeros(p.shape[1], dtype=complex)
    for a in range(l + 1):
        b = a - m
        c = l - a - b
        if b >= 0 and c >= 0:
            total += ((-(x + 1j * y) / 2)**a * ((x - 1j * y) / 2)**b * z**c
                      / (factorial(a) * factorial(b) * factorial(c)))
    return sqrt((2*l + 1) / (4*pi) * factorial(l + m) * factorial(l - m)) * total


@lru_cache(maxsize=None)
def coupling(L, mu, q, J):
    """Clebsch-Gordan coefficient <L mu, 1 q | J mu+q>."""
    if L < 0 or abs(mu) > L or abs(mu + q) > J:
        return 0.0
    return float(clebsch_gordan(L, 1, J, mu, q, mu + q))


def vector_harmonic(J, L, M, p):
    out = np.zeros(p.shape, dtype=complex)
    for q in (-1, 0, 1):
        if L >= 0 and abs(M - q) <= L:
            out += coupling(L, M - q, q, J) * np.outer(
                UNIT[q], scalar_harmonic(L, M - q, p))
    return out


def numerical_gradient(func, p, h=1e-3):
    """Fourth-order central differences along x, y, z."""
    rows = []
    for axis in range(3):
        s = np.zeros((3, 1))
        s[axis] = h
        rows.append((8 * (func(p + s) - func(p - s))
                     - func(p + 2*s) + func(p - 2*s)) / (12 * h))
    return np.array(rows)


def gradient_terms(l, m, f, df, p):
    """The two terms of the gradient formula, orbital ranks l+1 and l-1."""
    r = radius(p)
    upper = (-sqrt((l + 1) / (2*l + 1)) * (df(r) - l * f(r) / r)
             * vector_harmonic(l, l + 1, m, p))
    lower = (sqrt(l / (2*l + 1)) * (df(r) + (l + 1) * f(r) / r)
             * vector_harmonic(l, l - 1, m, p))
    return upper, lower


# --- Spin-1 action S_k v = i e_k x v on the spherical unit vectors
def spin(k, v):
    return 1j * np.cross(np.eye(3)[k], v)


for q in (-1, 0, 1):
    assert np.allclose(spin(2, UNIT[q]), q * UNIT[q])
for q in (1, 0):
    lowered = spin(0, UNIT[q]) - 1j * spin(1, UNIT[q])
    assert np.allclose(lowered, sqrt(2) * UNIT[q - 1])

# --- Exact operator identities, L built from its definition -i r x grad
X = sp.symbols('x y z', real=True)
R = sp.sqrt(sum(c**2 for c in X))


def orbital(k, g):
    a, b = (k + 1) % 3, (k + 2) % 3
    return -sp.I * (X[a] * sp.diff(g, X[b]) - X[b] * sp.diff(g, X[a]))


def orbital_squared(g):
    return sum(orbital(k, orbital(k, g)) for k in range(3))


trial = X[0] * X[1]**2 + 2 * X[2] - X[0] * X[2]**3 + X[1]
for values in ((1, 2, 2), (2, -3, 6)):
    place = dict(zip(X, values))
    for i in range(3):
        unit_i = X[i] / R
        radial_derivative = sum(c / R * sp.diff(trial, c) for c in X)
        tangential = R * sp.diff(trial, X[i]) - X[i] * radial_derivative
        commutator = (orbital_squared(unit_i * trial)
                      - unit_i * orbital_squared(trial))
        residual = tangential - (unit_i * trial - commutator / 2)
        assert sp.simplify(residual.subs(place)) == 0
        for k in range(3):
            cross = sum(sp.LeviCivita(i, k, a) * X[a] / R for a in range(3))
            residual = orbital(k, unit_i) + sp.I * cross
            assert sp.simplify(residual.subs(place)) == 0

# --- Coupling coefficients: relations, signs and closed forms
LMAX = 4
for l in range(LMAX + 1):
    L = l + 1
    for M in range(-l, l + 1):
        alpha = coupling(L, M + 1, -1, l)
        beta = coupling(L, M, 0, l)
        gamma = coupling(L, M - 1, 1, l)
        assert beta < 0
        assert np.isclose(alpha * (M - L),
                          beta * sqrt((L*(L + 1) - M*(M + 1)) / 2))
        assert np.isclose(-gamma * (L + M),
                          beta * sqrt((L*(L + 1) - M*(M - 1)) / 2))
    assert np.isclose(coupling(l + 1, 0, 0, l), -sqrt((l + 1) / (2*l + 3)))
    if l > 0:
        assert np.isclose(coupling(l - 1, 0, 0, l), sqrt(l / (2*l - 1)))

# --- Orthonormality of the vector harmonics by quadrature on the sphere
nodes, node_weights = np.polynomial.legendre.leggauss(12)
phi = 2 * pi * np.arange(24) / 24
cos_t, ph = [a.ravel() for a in np.meshgrid(nodes, phi, indexing='ij')]
sin_t = np.sqrt(1 - cos_t**2)
sphere = np.array([sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t])
sphere_weights = np.repeat(node_weights, 24) * 2 * pi / 24
family = np.array([vector_harmonic(J, L, M, sphere)
                   for J in range(3) for L in range(abs(J - 1), J + 2)
                   for M in range(-J, J + 1)])
gram = np.einsum('aip,bip,p->ab', family.conj(), family, sphere_weights)
assert np.allclose(gram, np.eye(len(family)), atol=1e-12)

# --- Radial unit vector times Y_lm, and the gradient formula itself
rng = np.random.default_rng(7)
points = rng.normal(size=(3, 12))
points *= rng.uniform(1.0, 3.0, 12) / radius(points)
r_points = radius(points)
r_hat = points / r_points


def generic(r):
    return r * np.exp(-0.7 * r) + 0.3 * np.cos(r)


def generic_derivative(r):
    return (1 - 0.7 * r) * np.exp(-0.7 * r) - 0.3 * np.sin(r)


largest_error = 0.0
cases = 0
for l in range(LMAX + 1):
    for m in range(-l, l + 1):
        y = scalar_harmonic(l, m, points)
        v_up = vector_harmonic(l, l + 1, m, points)
        v_same = vector_harmonic(l, l, m, points) if l else 0 * v_up
        v_down = vector_harmonic(l, l - 1, m, points)
        a_up, a_down = -sqrt((l + 1) / (2*l + 1)), sqrt(l / (2*l + 1))
        assert np.allclose(r_hat * y, a_up * v_up + a_down * v_down, atol=1e-12)
        assert np.allclose(np.sum(r_hat * v_up, axis=0), a_up * y, atol=1e-12)
        assert np.allclose(np.sum(r_hat * v_down, axis=0), a_down * y, atol=1e-12)
        assert np.allclose(np.sum(r_hat * v_same, axis=0), 0, atol=1e-12)

        direct = numerical_gradient(
            lambda p: generic(radius(p)) * scalar_harmonic(l, m, p), points)
        formula = sum(gradient_terms(l, m, generic, generic_derivative, points))
        largest_error = max(largest_error, np.max(np.abs(direct - formula)))
        cases += 1

        regular = numerical_gradient(
            lambda p: radius(p)**l * scalar_harmonic(l, m, p), points)
        expected = sqrt(l * (2*l + 1)) * r_points**(l - 1.0) * v_down
        assert np.allclose(regular, expected, rtol=1e-7, atol=1e-7)
        irregular = numerical_gradient(
            lambda p: radius(p)**(-l - 1.0) * scalar_harmonic(l, m, p), points)
        expected = sqrt((l + 1) * (2*l + 1)) * r_points**(-l - 2.0) * v_up
        assert np.allclose(irregular, expected, rtol=1e-7, atol=1e-7)
assert largest_error < 1e-8


# --- Equality of the two radial integrals for a decaying regular function
def radial_integrals(l, f, df):
    up = quad(lambda r: (r * df(r) - l * f(r))**2, 0, np.inf,
              epsabs=1e-12, epsrel=1e-11)[0]
    down = quad(lambda r: (r * df(r) + (l + 1) * f(r))**2, 0, np.inf,
                epsabs=1e-12, epsrel=1e-11)[0]
    return up, down


for l in range(1, 4):
    up, down = radial_integrals(
        l, lambda r: (r**2 - r**3) * np.exp(-r),
        lambda r: (2*r - 4*r**2 + r**3) * np.exp(-r))
    assert np.isclose(up, down, rtol=1e-8)

# --- Worked example: hydrogen 3d orbital, m = 1
l, m = 2, 1
norm = 1 / sqrt(factorial(6) * 1.5**7)


def f3d(r):
    return norm * r**2 * np.exp(-r / 3)


def df3d(r):
    return norm * (2 * r - r**2 / 3) * np.exp(-r / 3)


def orbital_3d(p):
    return f3d(radius(p)) * scalar_harmonic(l, m, p)


assert np.isclose(quad(lambda r: (r * f3d(r))**2, 0, np.inf)[0], 1, rtol=1e-8)
spot = np.array([[1.0], [2.0], [2.0]])
r0 = radius(spot)[0]
term_up, term_down = gradient_terms(l, m, f3d, df3d, spot)
gradient = term_up + term_down
gradient_fd = numerical_gradient(orbital_3d, spot)
assert np.allclose(gradient, gradient_fd, atol=1e-10)

integral_up, integral_down = radial_integrals(l, f3d, df3d)
kinetic_up = 0.5 * (l + 1) / (2*l + 1) * integral_up
kinetic_down = 0.5 * l / (2*l + 1) * integral_down

# Direct side: project the numerical gradient, integrate with Gauss-Laguerre
projected = {1: 0.0, 2: 0.0, 3: 0.0}
kinetic_direct = 0.0
t_nodes, t_weights = np.polynomial.laguerre.laggauss(10)
for t, w in zip(t_nodes, t_weights):
    r = 1.5 * t
    g = numerical_gradient(orbital_3d, r * sphere)
    factor = 0.5 * 1.5 * w * np.exp(t) * r**2
    kinetic_direct += factor * np.sum(sphere_weights * np.abs(g)**2)
    for L in projected:
        v = vector_harmonic(l, L, m, sphere)
        amplitude = np.sum(sphere_weights * v.conj() * g)
        projected[L] += factor * abs(amplitude)**2
assert np.isclose(projected[3], kinetic_up, rtol=1e-7)
assert np.isclose(projected[1], kinetic_down, rtol=1e-7)
assert abs(projected[2]) < 1e-12
assert np.isclose(kinetic_direct, kinetic_up + kinetic_down, rtol=1e-7)
assert np.isclose(kinetic_direct, 1 / 18, rtol=1e-7)  # virial: T = 1/(2 n^2)


def show(label, vector):
    for name, value in zip('xyz', np.ravel(vector)):
        print(f"{label}, {name}: {value.real + 0.0:+.7f} {value.imag + 0.0:+.7f} i")


hartree_ev = physical_constants['Hartree energy in eV'][0]
print(f"formula tested for l = 0..{LMAX}, all m: {cases} cases")
print(f"points per case: {points.shape[1]}")
print(f"largest gradient error (model f, dimensionless): {largest_error:.1e}")
print("hydrogen 3d, m = 1; point (bohr):", *spot.ravel())
print(f"r = {r0:.4f} bohr")
print(f"f = {f3d(r0):.7f} bohr^-3/2")
print(f"f' = {df3d(r0):.7f} bohr^-5/2")
print(f"f' - 2f/r = {df3d(r0) - l*f3d(r0)/r0:.7f} bohr^-5/2")
print(f"f' + 3f/r = {df3d(r0) + (l+1)*f3d(r0)/r0:.7f} bohr^-5/2")
print(f"coefficient of rank 3: {-sqrt((l+1)/(2*l+1)):.7f}")
print(f"coefficient of rank 1: {sqrt(l/(2*l+1)):.7f}")
for L in (3, 1):
    for q in (1, 0, -1):
        mu = m - q
        if abs(mu) <= L:
            value = scalar_harmonic(L, mu, spot)[0]
            print(f"<{L} {mu}, 1 {q} | 2 1> = {coupling(L, mu, q, l):+.7f}")
            print(f"Y_{L}{mu} = {value.real+0.0:+.7f} {value.imag+0.0:+.7f} i")
show("V(2,3,1)", vector_harmonic(l, 3, m, spot))
show("V(2,1,1)", vector_harmonic(l, 1, m, spot))
show("rank-3 term (bohr^-5/2)", term_up)
show("rank-1 term (bohr^-5/2)", term_down)
show("gradient, formula (bohr^-5/2)", gradient)
show("gradient, differences (bohr^-5/2)", gradient_fd)
print(f"integral r^2 (f'-2f/r)^2 dr = {integral_up:.7f} bohr^-2")
print(f"integral r^2 (f'+3f/r)^2 dr = {integral_down:.7f} bohr^-2")
print(f"kinetic energy, rank 3, formula: {kinetic_up:.7f} hartree")
print(f"kinetic energy, rank 3, projection: {projected[3]:.7f} hartree")
print(f"kinetic energy, rank 1, formula: {kinetic_down:.7f} hartree")
print(f"kinetic energy, rank 1, projection: {projected[1]:.7f} hartree")
print(f"kinetic energy, total, direct: {kinetic_direct:.7f} hartree")
print(f"kinetic energy, total: {kinetic_direct * hartree_ev:.5f} eV")
print(f"rank-3 fraction: {projected[3] / kinetic_direct:.6f}")
print(f"rank-1 fraction: {projected[1] / kinetic_direct:.6f}")
print("all assertions hold")
```

Output:

```
formula tested for l = 0..4, all m: 25 cases
points per case: 12
largest gradient error (model f, dimensionless): 1.5e-11
hydrogen 3d, m = 1; point (bohr): 1.0 2.0 2.0
r = 3.0000 bohr
f = 0.0298512 bohr^-3/2
f' = 0.0099504 bohr^-5/2
f' - 2f/r = -0.0099504 bohr^-5/2
f' + 3f/r = 0.0398017 bohr^-5/2
coefficient of rank 3: -0.7745967
coefficient of rank 1: 0.6324555
<3 0, 1 1 | 2 1> = +0.3779645
Y_30 = -0.1934988 -0.0000000 i
<3 1, 1 0 | 2 1> = -0.6172134
Y_31 = -0.1316660 -0.2633320 i
<3 2, 1 -1 | 2 1> = +0.6900656
Y_32 = -0.2271079 +0.3028105 i
<1 0, 1 1 | 2 1> = +0.7071068
Y_10 = +0.3257350 +0.0000000 i
<1 1, 1 0 | 2 1> = +0.7071068
Y_11 = -0.1151647 -0.2303294 i
V(2,3,1), x: -0.0591026 +0.1477564 i
V(2,3,1), y: +0.1477564 +0.1625320 i
V(2,3,1), z: +0.0812660 +0.1625320 i
V(2,1,1), x: -0.1628675 +0.0000000 i
V(2,1,1), y: +0.0000000 -0.1628675 i
V(2,1,1), z: -0.0814338 -0.1628675 i
rank-3 term (bohr^-5/2), x: -0.0004555 +0.0011388 i
rank-3 term (bohr^-5/2), y: +0.0011388 +0.0012527 i
rank-3 term (bohr^-5/2), z: +0.0006264 +0.0012527 i
rank-1 term (bohr^-5/2), x: -0.0040998 +0.0000000 i
rank-1 term (bohr^-5/2), y: +0.0000000 -0.0040998 i
rank-1 term (bohr^-5/2), z: -0.0020499 -0.0040998 i
gradient, formula (bohr^-5/2), x: -0.0045554 +0.0011388 i
gradient, formula (bohr^-5/2), y: +0.0011388 -0.0028471 i
gradient, formula (bohr^-5/2), z: -0.0014236 -0.0028471 i
gradient, differences (bohr^-5/2), x: -0.0045554 +0.0011388 i
gradient, differences (bohr^-5/2), y: +0.0011388 -0.0028471 i
gradient, differences (bohr^-5/2), z: -0.0014236 -0.0028471 i
integral r^2 (f'-2f/r)^2 dr = 0.1111111 bohr^-2
integral r^2 (f'+3f/r)^2 dr = 0.1111111 bohr^-2
kinetic energy, rank 3, formula: 0.0333333 hartree
kinetic energy, rank 3, projection: 0.0333333 hartree
kinetic energy, rank 1, formula: 0.0222222 hartree
kinetic energy, rank 1, projection: 0.0222222 hartree
kinetic energy, total, direct: 0.0555556 hartree
kinetic energy, total: 1.51174 eV
rank-3 fraction: 0.600000
rank-1 fraction: 0.400000
all assertions hold
```
